# Arbitrary-Order Density Matrix Perturbation: Block Recursion and Its Operation Count: verification in Python

```python
# Result under test: the density matrix P(lam) = sum_n lam^n P_n of a gapped
# Hamiltonian H(lam) = sum_k lam^k H_k follows recursively. Occupied-occupied
# and empty-empty blocks come from P P = P, mixed blocks from [H, P] = 0.
# Symbols: no, nv = numbers of occupied and empty orbitals, M = no + nv;
# gap[a, i] = eps_i - eps_a (negative); C = orbitals on sites;
# density = 2 diag(P) on sites (two electrons per orbital).
# The reference coefficients come from projectors at complex lam (Cauchy).
import numpy as np
import sympy as sp
from scipy.linalg import lu_factor, lu_solve


def next_order(n, H, P, gap, no):
    """P_n in the eigenbasis of H_0, from P_0..P_{n-1} and the listed H_k."""
    o, v = slice(0, no), slice(no, None)
    s_oo = P[0][o, o] - P[0][o, o]
    s_vv = P[0][v, v] - P[0][v, v]
    for k in range(1, n // 2 + 1):
        a = P[k][o, :] @ P[n - k][:, o]
        b = P[k][v, :] @ P[n - k][:, v]
        if 2 * k != n:                     # partner term is the adjoint
            a, b = a + a.conj().T, b + b.conj().T
        s_oo, s_vv = s_oo + a, s_vv + b
    w = H[n][v, o] if n < len(H) else P[0][v, o] - P[0][v, o]
    for k in range(1, min(len(H) - 1, n - 1) + 1):
        w = w + H[k][v, :] @ P[n - k][:, o] - P[n - k][v, :] @ H[k][:, o]
    x = w / gap
    return np.block([[s_oo - s_oo - s_oo, x.conj().T], [x, s_vv]])


def occupied_projector(H, no):
    """Projector on the no lowest levels (by real part), via matrix sign."""
    e = np.sort(np.linalg.eigvals(H).real)
    one = np.eye(len(H))
    X = H - 0.5 * (e[no - 1] + e[no]) * one
    for _ in range(14):
        X = 0.5 * (X + np.linalg.inv(X))
    return 0.5 * (one - X)


def taylor(samples, radius):
    """Taylor coefficients from equally spaced samples on a circle."""
    samples = np.array(samples)
    m = len(samples)
    c = np.fft.fft(samples, axis=0) / m
    scale = radius ** np.arange(m)
    return c / scale.reshape((m,) + (1,) * (c.ndim - 1))


def circle(radius, m):
    return radius * np.exp(2j * np.pi * np.arange(m) / m)


def to_orbitals(C, site_potential):
    return (C.T * site_potential) @ C


def site_density(C, P):
    d = ((C @ P) * C).sum(axis=1)
    return d + d


# ---- two-level model: symbolic closed form against the recursion ----
lam = sp.symbols("lam")
H2 = sp.Matrix([[-1, lam], [lam, 1]])
exact2 = (sp.eye(2) - H2 / sp.sqrt(1 + lam**2)) / 2
H_two = [np.diag([-1.0, 1.0]), np.array([[0.0, 1.0], [1.0, 0.0]])]
P_two = [np.diag([1.0, 0.0])]
for n in range(1, 9):
    P_two.append(next_order(n, H_two, P_two, np.array([[-2.0]]), 1))
for i in range(2):
    for j in range(2):
        ser = sp.expand(sp.series(exact2[i, j], lam, 0, 9).removeO())
        for n in range(9):
            assert abs(float(ser.coeff(lam, n)) - P_two[n][i, j]) < 1e-13
print("Two-level model, H = diag(-1,1) + lam*sigma_x (dimensionless)")
for n in range(5):
    q = P_two[n]
    print(f" n={n}: oo={q[0,0]:.4f} vo={q[1,0]:.4f} vv={q[1,1]:.4f}")

# ---- fixed complex Hermitian H with degenerate occupied levels ----
rng = np.random.default_rng(4)
eps = np.array([-3.0, -2.0, -2.0, 1.0, 1.0, 2.2, 3.0])
no, M, nmax = 3, 7, 8


def random_hermitian(norm):
    A = rng.normal(size=(M, M)) + 1j * rng.normal(size=(M, M))
    A = A + A.conj().T
    return norm * A / np.linalg.norm(A, 2)


H = [np.diag(eps).astype(complex), random_hermitian(1.0), random_hermitian(0.5)]
gap = eps[None, :no] - eps[no:, None]
P = [np.diag((np.arange(M) < no).astype(complex))]
for n in range(1, nmax + 1):
    P.append(next_order(n, H, P, gap, no))
radius = 0.6
strength = sum(radius**k * np.linalg.norm(H[k], 2) for k in (1, 2))
assert strength < 0.5 * (eps[no] - eps[no - 1])
ref = taylor([occupied_projector(H[0] + z * H[1] + z * z * H[2], no)
              for z in circle(radius, 64)], radius)
fixed_error = max(np.abs(P[n] - ref[n]).max() for n in range(nmax + 1))
assert fixed_error < 1e-10
# equations not used by the recursion must hold as well
unused = 0.0
for n in range(1, nmax + 1):
    idem = sum(P[k] @ P[n - k] for k in range(n + 1)) - P[n]
    comm = sum(H[k] @ P[n - k] - P[n - k] @ H[k] for k in range(min(2, n) + 1))
    unused = max(unused, np.abs(idem).max(), np.abs(comm).max())
    assert abs(np.trace(P[n])) < 1e-11
assert unused < 1e-11
print("Fixed Hamiltonian, M=7, 3 occupied, orders 0-8")
print(f" max coefficient difference from Cauchy: {fixed_error:.1e}")
print(f" max residual of all order equations: {unused:.1e}")


# ---- operation count: numbers that register each executed operation ----
class Counted:
    mul = 0
    div = 0

    def __init__(self, x):
        self.x = float(x)

    def __add__(self, other):
        return Counted(self.x + other.x)

    def __sub__(self, other):
        return Counted(self.x - other.x)

    def __mul__(self, other):
        Counted.mul += 1
        return Counted(self.x * other.x)

    def __truediv__(self, other):
        Counted.div += 1
        return Counted(self.x / other.x)

    def conjugate(self):
        return self


wrap = np.vectorize(Counted, otypes=[object])
co, cv, orders = 3, 6, 8
cm = co + cv
ce = np.concatenate([np.linspace(-3, -2, co), np.linspace(1, 3, cv)])
cgap = wrap(ce[None, :co] - ce[co:, None])
counts = {}
for K in (1, orders):
    Hc = [wrap(np.diag(ce))]
    for _ in range(K):
        A = rng.normal(size=(cm, cm))
        Hc.append(wrap(0.1 * (A + A.T)))
    Pc = [wrap(np.diag((np.arange(cm) < co).astype(float)))]
    counts[K] = []
    for n in range(1, orders + 1):
        Counted.mul = Counted.div = 0
        Pc.append(next_order(n, Hc, Pc, cgap, co))
        predicted = (n // 2) * cm * (co**2 + cv**2)
        predicted += 2 * cm * co * cv * min(K, n - 1)
        assert Counted.mul == predicted and Counted.div == co * cv
        counts[K].append(Counted.mul)
total_linear = sum(counts[1])
assert total_linear == (orders**2 // 4) * cm * (co**2 + cv**2) \
    + 2 * cm * co * cv * (orders - 1)
Cc = wrap(rng.normal(size=(cm, cm)))
Counted.mul = 0
to_orbitals(Cc, wrap(np.ones(cm)))
transform_mul = Counted.mul
Counted.mul = 0
site_density(Cc, Pc[1])
density_mul = Counted.mul
assert transform_mul == density_mul == cm**3 + cm**2
print("Multiplications per order, 3 occupied + 6 empty orbitals")
for n in range(1, orders + 1):
    print(f" n={n}: only H_1: {counts[1][n-1]}; all H_k: {counts[orders][n-1]}")
print(f" totals to n=8: {total_linear} and {sum(counts[orders])}")
print(f" divisions per order: {Counted.div}")
print(f" one basis transformation: {transform_mul} multiplications")

# ---- self-consistent chain: local potential U*n - c*n^p ----
M, no, U, c, p = 8, 4, 1.0, 0.5, 1.0 / 3.0
h = np.diag((-1.0) ** np.arange(M)) - np.eye(M, k=1) - np.eye(M, k=-1)
tilt = np.linspace(-1, 1, M)


def self_consistent(z):
    """Projector, density and total energy at perturbation strength z."""
    dens = np.ones(M, dtype=complex)
    for _ in range(400):
        Hz = h + np.diag(z * tilt + U * dens - c * dens**p)
        proj = occupied_projector(Hz, no)
        new = 2 * np.diag(proj)
        change = np.abs(new - dens).max()
        if change < 1e-13:
            break
        dens = dens + 0.6 * (new - dens)
    assert change < 1e-12
    energy = 2 * np.trace(h @ proj) + z * (tilt @ new)
    energy += np.sum(0.5 * U * new**2 - c * new**(p + 1) / (p + 1))
    return proj, new, energy


_, n0, E0 = self_consistent(0.0)
n0, E0 = n0.real, E0.real
eps, C = np.linalg.eigh(h + np.diag(U * n0 - c * n0**p))
gap = eps[None, :no] - eps[no:, None]
pair = C[:, no:, None] * C[:, None, :no]
chi = 4 * np.einsum("xai,yai->xy", pair / gap, pair)
kernel = U - c * p * n0**(p - 1)
screening = np.eye(M) - chi * kernel
factors = lu_factor(screening)             # used at every order
P = [np.diag((np.arange(M) < no).astype(float))]
H, dens, power, E = [np.diag(eps)], [n0], [n0**p], [E0]
for n in range(1, nmax + 1):
    part = sum((p * k - n + k) * dens[k] * power[n - k] for k in range(1, n))
    part = part / (n * n0)
    known = -c * part + (tilt if n == 1 else 0.0)
    H.append(to_orbitals(C, known))
    Pn = next_order(n, H, P, gap, no)
    dn = lu_solve(factors, site_density(C, Pn))
    induced = to_orbitals(C, kernel * dn)
    H[n] = H[n] + induced
    x = induced[no:, :no] / gap
    Pn[no:, :no] += x
    Pn[:no, no:] += x.T
    assert np.allclose(site_density(C, Pn), dn, atol=1e-10, rtol=1e-9)
    P.append(Pn)
    dens.append(dn)
    power.append(part + p * dn * n0**(p - 1))
for n in range(nmax + 1):
    E.append(tilt @ dens[n] / (n + 1))

radius = 0.3
runs = [self_consistent(z) for z in circle(radius, 40)]
refP = taylor([r[0] for r in runs], radius)
refE = taylor([r[2] for r in runs], radius)
P_site = [C @ q @ C.T for q in P]
errP = max(np.abs(P_site[n] - refP[n]).max() for n in range(nmax + 1))
errE = max(abs(E[n] - refE[n]) for n in range(nmax + 2))
# roundoff in the samples is amplified by radius**(-order)
assert errP < 1e-7 and errE < 1e-6
print("Self-consistent chain, 8 sites, energies in units of the hopping")
print(f" U={U}, c={c}, p={p:.4f}; orbital gap={eps[no]-eps[no-1]:.5f}")
print(" n_0 on sites:", " ".join(f"{q:.4f}" for q in n0))
print(" n_1 on sites:", " ".join(f"{q:.4f}" for q in dens[1]))
ev = np.linalg.eigvals(screening).real
print(f" eigenvalues of 1-chi*f: {ev.min():.4f} to {ev.max():.4f}")
print(f" Cauchy differences: P {errP:.1e}, E {errE:.1e}")
print(" Frobenius norms of blocks of P_n, and E_n")
for n in range(1, nmax + 1):
    q = P[n]
    a, b, d = (np.linalg.norm(s) for s in
               (q[:no, :no], q[no:, :no], q[no:, no:]))
    print(f" n={n}: oo={a:.5f} vo={b:.5f} vv={d:.5f} E_n={E[n]:.6f}")
print(f" E_0={E[0]:.6f}, E_9={E[9]:.6f}")


def truncation(z, N, direct):
    approx = sum(z**n * P_site[n] for n in range(N + 1))
    return (np.linalg.norm(approx - direct),
            np.linalg.norm(approx @ approx - approx))


z = 0.2
proj, _, energy = self_consistent(z)
print(f"Truncation at lam={z}; direct energy={energy.real:.8f}")
errors = []
for N in (2, 4, 6, 8):
    eP, eI = truncation(z, N, proj)
    eE = abs(sum(z**n * E[n] for n in range(N + 2)) - energy)
    errors.append(eP)
    print(f" N={N}: P error={eP:.1e} P^2-P={eI:.1e} E error={eE:.1e}")
assert errors[-1] < 0.05 * errors[0]
big = truncation(0.10, 4, self_consistent(0.10)[0])
small = truncation(0.05, 4, self_consistent(0.05)[0])
slopes = [np.log2(a / b) for a, b in zip(big, small)]
assert all(4.6 < s < 5.6 for s in slopes)
print(f" N=4 error exponents: P {slopes[0]:.3f}, P^2-P {slopes[1]:.3f}")
print("done: every assertion held")
```

Printed output:

```
Two-level model, H = diag(-1,1) + lam*sigma_x (dimensionless)
 n=0: oo=1.0000 vo=0.0000 vv=0.0000
 n=1: oo=0.0000 vo=-0.5000 vv=0.0000
 n=2: oo=-0.2500 vo=-0.0000 vv=0.2500
 n=3: oo=0.0000 vo=0.2500 vv=0.0000
 n=4: oo=0.1875 vo=-0.0000 vv=-0.1875
Fixed Hamiltonian, M=7, 3 occupied, orders 0-8
 max coefficient difference from Cauchy: 6.3e-16
 max residual of all order equations: 3.1e-17
Multiplications per order, 3 occupied + 6 empty orbitals
 n=1: only H_1: 0; all H_k: 0
 n=2: only H_1: 729; all H_k: 729
 n=3: only H_1: 729; all H_k: 1053
 n=4: only H_1: 1134; all H_k: 1782
 n=5: only H_1: 1134; all H_k: 2106
 n=6: only H_1: 1539; all H_k: 2835
 n=7: only H_1: 1539; all H_k: 3159
 n=8: only H_1: 1944; all H_k: 3888
 totals to n=8: 8748 and 15552
 divisions per order: 18
 one basis transformation: 810 multiplications
Self-consistent chain, 8 sites, energies in units of the hopping
 U=1.0, c=0.5, p=0.3333; orbital gap=1.30023
 n_0 on sites: 0.3882 1.4251 0.4895 1.4779 0.5232 1.5100 0.5794 1.6067
 n_1 on sites: 0.1164 -0.0073 0.0447 -0.0188 0.0183 -0.0446 0.0047 -0.1135
 eigenvalues of 1-chi*f: 1.0000 to 1.4220
 Cauchy differences: P 2.1e-12, E 1.4e-11
 Frobenius norms of blocks of P_n, and E_n
 n=1: oo=0.00000 vo=0.19758 vv=0.00000 E_n=0.915488
 n=2: oo=0.03783 vo=0.07481 vv=0.03783 E_n=-0.127162
 n=3: oo=0.01648 vo=0.05334 vv=0.01639 E_n=-0.014234
 n=4: oo=0.01590 vo=0.04560 vv=0.01588 E_n=-0.012726
 n=5: oo=0.01582 vo=0.03878 vv=0.01583 E_n=-0.009291
 n=6: oo=0.01570 vo=0.03203 vv=0.01571 E_n=-0.008175
 n=7: oo=0.01517 vo=0.02517 vv=0.01520 E_n=-0.006796
 n=8: oo=0.01424 vo=0.01838 vv=0.01428 E_n=-0.005842
 E_0=-10.709487, E_9=-0.004846
Truncation at lam=0.2; direct energy=-10.53161353
 N=2: P error=7.6e-04 P^2-P=2.0e-04 E error=2.4e-05
 N=4: P error=2.3e-05 P^2-P=8.1e-06 E error=6.3e-07
 N=6: P error=6.3e-07 P^2-P=3.2e-07 E error=1.8e-08
 N=8: P error=1.5e-08 P^2-P=1.1e-08 E error=4.7e-10
 N=4 error exponents: P 5.065, P^2-P 5.043
done: every assertion held
```
